# Why a Phonon Cannot Decay into Phonons of Higher Phase Velocity

## Definitions and conventions

Consider a homogeneous elastic medium at rest, described by a displacement field $\mathbf u(\mathbf r)$, where $\mathbf r$ labels material points. The algebra uses atomic units, so $\hbar=1$ and a phonon's frequency is also its energy. Numerical velocities are quoted as $\hbar c$ in eV Å.

A phonon of branch $s$ and wave vector $\mathbf q\neq0$ has frequency $\omega_s(\mathbf q)>0$ and phase velocity

$$
c=\frac{\omega_s(\mathbf q)}{|\mathbf q|}. \tag{1}
$$

The function $\omega_s(\mathbf q)$ may depend on direction and need not be linear in $|\mathbf q|$. It is the dispersion of the phonons as they occur in the initial and final states, with any anharmonic shift included.

In a spontaneous decay, one phonon $(\mathbf q,\omega)$ disappears and $n\ge2$ phonons $(\mathbf q_i,\omega_i)$ appear, with no other phonon absorbed. The daughters have phase velocities $c_i=\omega_i/|\mathbf q_i|$. The statement to be shown is that the decay is forbidden if $c_i>c$ for every $i$, whatever $n$ and whatever the order of the anharmonic coupling.

## Conservation of wave vector

The displacement operator is a sum over modes of terms $a_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$ and their Hermitian conjugates, with branch labels suppressed. The anharmonic energy $V_{\rm an}$ is an integral over $\mathbf r$ of products of three or more strains. In a homogeneous medium the coefficients of these products do not depend on $\mathbf r$. A term that annihilates phonons $\mathbf k_1,\mathbf k_2,\dots$ and creates phonons $\mathbf k_1',\mathbf k_2',\dots$ therefore depends on position through its exponentials alone. In a periodic volume $\Omega$ it contains the factor

$$
\int_\Omega d^3r\,e^{i(\sum_j\mathbf k_j-\sum_j\mathbf k_j')\cdot\mathbf r}
=\Omega\,\delta_{\sum_j\mathbf k_j,\;\sum_j\mathbf k_j'} . \tag{2}
$$

The same term changes the total wave vector $\mathbf P=\sum_{\mathbf k}\mathbf k\,a^\dagger_{\mathbf k}a_{\mathbf k}$ by $\sum_j\mathbf k_j'-\sum_j\mathbf k_j$, which (2) sets to zero. Hence $[\mathbf P,V_{\rm an}]=0$. The harmonic Hamiltonian $H_0$ depends on the occupation numbers alone, so it commutes with $\mathbf P$ as well.

Decay amplitudes of higher order come from the series

$$
T=V_{\rm an}+V_{\rm an}\frac{1}{\omega-H_0+i0^+}V_{\rm an}+\cdots . \tag{3}
$$

Each factor commutes with $\mathbf P$, and so does each product. Virtual intermediate states may have any energy, but they cannot change the total wave vector. For each order of (3),

$$
\mathbf q=\sum_{i=1}^{n}\mathbf q_i . \tag{4}
$$

This was tested without a perturbation series. A ring with four modes, of wave numbers $\pm1$ and $\pm2$ in units of the smallest, and at most two phonons per mode was given cubic and quartic strain energies. A state with one phonon of wave number $+2$ was then propagated by diagonalization. The probabilities quoted below depend on this choice, on the time and on the truncation; only their being zero or non-zero matters here. The phonon left its initial state with probability 0.22, while states of the wrong total wave number received $2\times10^{-29}$, which is rounding error. When the coupling was modulated by 50 % around the ring, the wrong states received 0.07. Homogeneity is thus a working assumption: a defect can supply the missing wave vector.

## Conservation of energy

Let a level of energy $\omega$ be coupled with strength $g$ to states of energy $\varepsilon$. To first order, the amplitude of one such state after time $t$ is $-ig\int_0^t e^{i(\varepsilon-\omega)t'}dt'$. Its squared modulus, with $\Delta=\varepsilon-\omega$, is

$$
p_\varepsilon(t)=g^2\,\frac{4\sin^2(\Delta t/2)}{\Delta^2}. \tag{5}
$$

If the level lies inside a broad continuum of density $\rho$, the substitution $x=\Delta t/2$ gives

$$
\sum_\varepsilon p_\varepsilon\simeq \rho g^2\,2t\int_{-\infty}^{\infty}\frac{\sin^2x}{x^2}\,dx=2\pi g^2\rho\,t ,
\qquad \Gamma=2\pi g^2\rho . \tag{6}
$$

The loss grows in proportion to time, which defines a decay rate. With the amplitudes of (3) in place of $g$, the rate carries a factor $\delta(\sum_i\omega_i-\omega)$, so real decay requires

$$
\omega=\sum_{i=1}^{n}\omega_i . \tag{7}
$$

If all the states lie above $\omega$ and are separated from it by a gap, the loss at weak coupling stays small, and in this model that can be shown beyond first order. An eigenvalue $E$ outside the band satisfies

$$
F(E)\equiv E-\omega+\sum_\varepsilon\frac{g^2}{\varepsilon-E}=0 . \tag{8}
$$

Below the band $F'(E)=1+\sum_\varepsilon g^2/(\varepsilon-E)^2>0$. Moreover, $F\to-\infty$ for $E\to-\infty$, and $F(\omega)>0$. There is thus one root $E_b$ below the band, and $E_b<\omega$. The weight of the original level in this eigenstate is

$$
Z=\Big[1+\sum_\varepsilon\frac{g^2}{(\varepsilon-E_b)^2}\Big]^{-1}\ge\frac1{1+\eta}\ge1-\eta,
\qquad \eta=\sum_\varepsilon\frac{g^2}{(\varepsilon-\omega)^2}, \tag{9}
$$

because $\varepsilon-E_b>\varepsilon-\omega$. The other eigenstates carry the remaining weight $1-Z$. At worst they interfere destructively, so the survival amplitude has modulus at least $Z-(1-Z)=2Z-1\ge1-2\eta$. For $\eta\le\tfrac12$ the survival probability is at least $(1-2\eta)^2\ge1-4\eta$ at all times. The level is dressed by virtual excitations but does not decay.

For a level at 0.0020 eV inside a band, (6) gives $\Gamma=9.05\times10^{-5}$ eV and diagonalization gives $9.19\times10^{-5}$ eV. The numerical band is finite, whereas (6) assumes an unbounded one, so strict equality is not expected. With the band starting at 0.0035 eV, the smallest survival found for $t/\hbar$ up to $3\times10^4$ eV$^{-1}$ was 0.980, above the bound of 0.970. At later times the survival dips somewhat lower, but the bound limits the further drop to less than 0.01.

## The inequality

Suppose that (4) and (7) hold and that $c_i>c$ for all $i$. Then

$$
\sum_i\omega_i=\sum_i c_i|\mathbf q_i|
>c\sum_i|\mathbf q_i|
\ge c\,\Big|\sum_i\mathbf q_i\Big|
=c|\mathbf q|=\omega . \tag{10}
$$

The first inequality uses the hypothesis, the second is the triangle inequality, and the equality after it is (4). The result contradicts (7), so the decay is forbidden. The number of daughters enters nowhere, and neither do their polarizations or the shape of the dispersion.

There is a geometric reading. The points with $\omega'>c|\mathbf q'|$ form a cone in the space of wave vector and frequency, and sums of points inside the cone stay inside. Every daughter lies inside, while the parent lies on the surface.

The size of the mismatch follows in the same way. Let $c_{\min}$ be the smallest of the $c_i$. Replacing each $c_i$ by $c_{\min}$ gives $\sum_i\omega_i\ge c_{\min}|\mathbf q|$, and therefore

$$
\sum_i\omega_i-\omega\ge(c_{\min}-c)\,|\mathbf q| . \tag{11}
$$

If all daughters share the velocity $c_{\min}$, parallel wave vectors turn (11) into an equality.

## Worked example: a transverse phonon and longitudinal daughters

Take an isotropic medium without dispersion, with the round parameters $\hbar c_T=0.020$ eV Å and $\hbar c_L=0.035$ eV Å, and a transverse parent with $|\mathbf q|=0.10$ Å$^{-1}$. Its energy is $0.020\times0.10=0.0020$ eV. Longitudinal daughters with the same total wave vector need at least $0.035\times0.10=0.0035$ eV. The shortfall is

$$
(0.035-0.020)\times0.10=0.0015\ \text{eV}=5.5\times10^{-5}\ \text{hartree}. \tag{12}
$$

Minimization over freely varied wave vectors gave a least energy of 0.0035 eV for two, three and four daughters alike. Splitting the wave vector further does not lower the cost, so a higher anharmonic order does not help.

## Equal velocities and the role of dispersion

Now weaken the hypothesis to $c_i\ge c$. Energy conservation then requires both inequality signs in (10) to become equalities. The first demands $c_i=c$ for every daughter, and the second demands that all $\mathbf q_i$ point along $\mathbf q$. In the isotropic medium above, this excludes $T\to T+L$, since one daughter is faster and none is slower. It leaves decays into transverse phonons alone, all collinear with the parent; the simplest is $T\to T+T$. For exactly collinear wave vectors its amplitude vanishes: a half-turn about the common direction is a symmetry of the isotropic medium and reverses all three transverse displacements, so their product changes sign. Weak dispersion decides whether energy and wave vector can be conserved at a non-zero angle, where this argument does not apply.

Let the phase velocity rise with wave number, $\omega=cq\sqrt{1+\ell^2q^2}$, where $c$ now denotes the long-wavelength velocity and $q=|\mathbf q|$. Two equal daughters at angles $\pm\theta$ to the parent have wave number $k=q/(2\cos\theta)$. Energy conservation, squared, reads

$$
4k^2(1+\ell^2k^2)=q^2(1+\ell^2q^2). \tag{13}
$$

With $u=\ell^2q^2$ and $y=4k^2/q^2=1/\cos^2\theta=1+\tan^2\theta$, division by $q^2$ gives $\tfrac u4y^2+y-(1+u)=0$. The positive root yields

$$
\tan^2\theta=\frac{2\big(\sqrt{1+u+u^2}-1\big)}{u}-1\simeq\tfrac34u . \tag{14}
$$

The last form uses $\sqrt{1+u+u^2}\simeq1+\tfrac u2+\tfrac38u^2$ for small $u$. For $\ell=1.0$ Å and the transverse parent of the example, $u=0.01$. The small-$u$ form gives $\tan\theta\simeq0.087$, and the full root is $\theta=4.94^\circ$. The daughters have smaller wave numbers than the parent and so are slower, as the theorem demands.

For the opposite dispersion, $\omega=cq/\sqrt{1+\ell^2q^2}$, the energy excess of the collinear split into halves is

$$
2\omega(q/2)-\omega(q)=cq\left[\frac1{\sqrt{1+u/4}}-\frac1{\sqrt{1+u}}\right]\simeq\tfrac38u\,cq>0 . \tag{15}
$$

The estimate is $0.375\times0.01\times0.0020=7.5\times10^{-6}$ eV, and the unexpanded value is $7.4\times10^{-6}$ eV. Opening the angle increases $k$ and hence the daughters' energy, so the symmetric split is closed at every angle.

This closure extends to all decays of the lowest branch in an isotropic medium, provided that its frequency $\omega_0(k)$ rises with $k$ and its phase velocity strictly falls. Since at least two daughters share the energy, each has $\omega_i<\omega$. Every branch lies on or above the lowest one, so $\omega_0(q_i)\le\omega_i<\omega_0(q)$, which implies $q_i<q$. Then

$$
c_i=\frac{\omega_i}{q_i}\ge\frac{\omega_0(q_i)}{q_i}>\frac{\omega_0(q)}{q} . \tag{16}
$$

All daughters are faster than the parent, and (10) forbids the decay. A search over sampled directions, with both velocities reduced by the factor $1/\sqrt{1+\ell^2k^2}$ and $\ell=2.0$ Å, found no two-phonon decay of the transverse parent and 55 solutions for the longitudinal one. Such counts reflect the sampling and say nothing about rates.

## Anisotropy: a lowest-branch phonon that can decay

The theorem compares phase velocities, and in an anisotropic medium a branch label does not fix the phase velocity. Consider a cubic elastic medium with wave vectors in a cube plane. Let $G_{ij}$ be the elastic constants divided by the density. For displacements in the plane, $\omega^2$ is an eigenvalue of

$$
M=\begin{pmatrix}G_{11}k_x^2+G_{44}k_y^2&(G_{12}+G_{44})k_xk_y\\(G_{12}+G_{44})k_xk_y&G_{44}k_x^2+G_{11}k_y^2\end{pmatrix}. \tag{17}
$$

Take $\hbar^2G_{11}=12\times10^{-4}$, $\hbar^2G_{12}=8\times10^{-4}$ and $\hbar^2G_{44}=5\times10^{-4}$ (eV Å)$^2$. Along a cube axis the transverse velocity is $\sqrt{G_{44}}$, or 0.0224 eV Å. Along the face diagonal, $k_x=k_y$, the lower eigenvalue is $\tfrac12(G_{11}-G_{12})k^2$, which gives $\sqrt{2\times10^{-4}}=0.0141$ eV Å.

Let an in-plane transverse phonon travel along the axis and split into two phonons of the lower in-plane branch at angles $\pm\theta$. Each daughter has wave number $q/(2\cos\theta)$, so energy conservation requires

$$
v(\theta)=v(0)\cos\theta , \tag{18}
$$

where $v(\theta)$ is the branch's phase velocity. At $45^\circ$ the left side is 0.0141 eV Å and the right side is 0.0158 eV Å. Towards $90^\circ$ the right side vanishes while the left side returns to $v(0)$. A solution must lie between, and it is found at $\theta=50.0^\circ$ with a daughter velocity of 0.0144 eV Å. The decay is kinematically open and respects the theorem, because the daughters are slower. Kinematics is not the only condition, however. The reflection $y\to-y$ is a symmetry of the cubic elastic energy. It reverses the parent's displacement but only exchanges the two daughters, so the amplitude of this symmetric split vanishes. Splits into unequal daughters at neighbouring angles also conserve energy and wave vector, and this reflection does not forbid them.

A wider search in this plane, over all three branches, found 2908 two-phonon solutions. In each of them the slowest daughter was no faster than the parent; the largest ratio of the slowest daughter's velocity to the parent's was 0.9997. This value reflects the sampling: collinear splits within one branch, which the search does not count, have the ratio 1 exactly. In 783 of them the other daughter was faster than the parent. These counts are kinematic. Solutions with an odd number of phonons polarized normal to the plane have zero amplitude, because the reflection $z\to-z$ reverses its sign. That reflection does not forbid the others, and for generic third-order elastic constants they include decays with one faster daughter and a non-zero amplitude. The word "all" in the theorem therefore cannot be replaced by "any".

## Lattices, absorption and finite lifetimes

In a crystal lattice, wave vector is conserved up to a reciprocal lattice vector $\mathbf G$, so (4) becomes $\sum_i\mathbf q_i=\mathbf q-\mathbf G$. Let $\mathbf q$ lie in the first Brillouin zone. By the definition of that zone, $\mathbf q$ is at least as close to the origin as to any other reciprocal lattice point, so $|\mathbf q-\mathbf G|\ge|\mathbf q|$. If all $c_i>c$, then

$$
\sum_i\omega_i>c\sum_i|\mathbf q_i|\ge c|\mathbf q-\mathbf G|\ge c|\mathbf q|=\omega , \tag{19}
$$

and umklapp does not lift the prohibition. If the parent's wave vector were taken outside the first zone, the last inequality could fail. In a square-lattice model, 154 of the 839 solutions found were umklapp decays, and in these the slowest daughter had at most 0.77 of the parent's phase velocity. This figure describes the sampled decays and is not a bound for the model.

Absorption does lift the prohibition. Two transverse phonons of equal wave number $q$, each at an angle $\theta$ to their sum, can merge into one longitudinal phonon. The energy is $2c_Tq$ and the total wave number is $2q\cos\theta$, so that

$$
c_L\,2q\cos\theta=2c_Tq,\qquad \cos\theta=\frac{c_T}{c_L}=\frac{0.020}{0.035}=0.571 . \tag{20}
$$

This gives $\theta=55.2^\circ$ and, in the example, a longitudinal phonon of 0.0040 eV. The product is faster than both phonons that formed it. A transverse phonon that is stable at zero temperature can thus be lost by collision with a thermal phonon.

Finally, (7) presumes daughters that live long enough to have sharp energies. If a daughter is itself short-lived, it is an intermediate state, and the theorem must be applied to the phonons that finally remain. Some of these may be slower than the parent, in which case the theorem does not exclude the process.

The results of the numerical tests are collected in the output below; the remaining values follow from the formulas in the text.

## Values computed for the example and the checks

```
hbar c_T = 0.020 eV A
hbar c_L = 0.035 eV A
parent wave number = 0.10 1/A
transverse parent energy = 0.0020 eV
ring: lowest quantum = 0.002 eV
ring: cubic coupling = 1.0e-04 eV, quartic = 2.0e-05 eV
ring: evolution time t/hbar = 500 1/eV
ring: probability of leaving initial state = 0.2232
ring: wrong-momentum probability, uniform = 2.1e-29
ring: same, coupling modulated by 50 % = 0.0745
continuum: level spacing = 1.0e-05 eV, coupling = 1.2e-05 eV
embedded level: golden-rule rate = 9.048e-05 eV
embedded level: rate from diagonalization = 9.193e-05 eV
embedded level: survival at t/hbar = 30000 1/eV = 0.0655
level below continuum: smallest survival = 0.9796
level below continuum: lower bound = 0.9705
least energy of 2 longitudinal daughters = 0.003500 eV
least energy of 3 longitudinal daughters = 0.003500 eV
least energy of 4 longitudinal daughters = 0.003500 eV
energy shortfall of the decay = 0.001500 eV
energy shortfall of the decay = 5.5124e-05 hartree
cubic plane: G11, G12, G44 = 1.2e-03, 8.0e-04, 5.0e-04 (eV A)^2
cubic plane: on-shell decays found = 2908
cubic plane: largest (slowest daughter speed)/c = 0.9997
cubic plane: decays with one daughter faster than parent = 783
cubic lowest branch: parent hbar c = 0.02236 eV A
cubic lowest branch: daughter half angle = 49.96 deg
cubic lowest branch: daughter hbar c = 0.01438 eV A
normal dispersion: length = 2.0 A
normal dispersion: decays of transverse parent = 0
normal dispersion: decays of longitudinal parent = 55
borderline split: dispersion length = 1.0 A
normal: collinear energy excess = 7.430e-06 eV
anomalous: collinear energy excess = -7.477e-06 eV
anomalous: daughter half angle = 4.937 deg
lattice: constant = 3.0 A
lattice: on-shell decays = 839, of these umklapp = 154
lattice: largest (slowest daughter speed)/c, umklapp = 0.7652
absorption: half angle for T + T -> L = 55.15 deg
absorption: longitudinal phonon energy = 0.0040 eV
```
